# Tree-level photon scattering cancels in the 't Hooft-Veltman gauge, part 2

Without virtual electron-positron pairs, crossing X-ray beams do not scatter. The gauge function $\partial\cdot A+\lambda A\cdot A$ nevertheless gives photon vertices, whose diagrams must cancel.

Hartree atomic units are used: $\hbar=e=4\pi\epsilon_0=1$, $c=1/\alpha$, with $\eta=\mathrm{diag}(+,-,-,-)$ and $k^0=\omega/c$. All momenta are incoming, with wave $\varepsilon^\mu e^{-ik\cdot x}$; an outgoing photon $(p,e)$ enters with $k=-p$, $\varepsilon=e^*$. Dot products are then bilinear. Write $s=(k_1+k_2)^2$, $t=(k_1+k_3)^2$, $u=(k_1+k_4)^2$ and $d_i=k_i\cdot\varepsilon_i$; a transverse leg has $d_i=0$.

(a) With $A=\sqrt{4\pi c}\,a$ and $f_{\mu\nu}=\partial_\mu a_\nu-\partial_\nu a_\mu$,

$$\mathcal S=\int d^4x\,\mathcal L,\qquad \mathcal L=-\tfrac14f^2-\frac{G^2}{2\xi},\qquad G=\partial\cdot a+g\,a\cdot a,\qquad g=\lambda\sqrt{4\pi c}.$$

The ghost Lagrangian is $\bar\chi(\Box+2g\,a\cdot\partial)\chi$, up to an overall sign.

(b) Rule: insert $a=\sum_i z_i\varepsilon_ie^{-ik_i\cdot x}$ into $\mathcal L$ and read off the coefficient of $z_1z_2\cdots z_n$ at $x=0$. The vertex is $i$ times it; for $n=2$ it is the kinetic matrix $K$, with propagator $D=iK^{-1}$. With $P^L_{\mu\nu}=q_\mu q_\nu/q^2$ and $P^T=\eta-P^L$,

$$D^{\mu\nu}(q)=-\frac i{q^2}\left[P^T+\xi P^L\right]^{\mu\nu}=-\frac{i}{q^2}\left[\eta^{\mu\nu}-(1-\xi)\frac{q^\mu q^\nu}{q^2}\right].$$

$$q_\mu D^{\mu\nu}=-i\xi\,\frac{q^\nu}{q^2},\qquad q_\mu D^{\mu\nu}q_\nu=-i\xi .$$

(c) The vertices are

$$V_3^{\mu\nu\rho}=-\frac{2g}\xi\left[k_1^\mu\eta^{\nu\rho}+k_2^\nu\eta^{\mu\rho}+k_3^\rho\eta^{\mu\nu}\right].$$

$$V_4^{\mu\nu\rho\sigma}=-\frac{4ig^2}\xi\left[\eta^{\mu\nu}\eta^{\rho\sigma}+\eta^{\mu\rho}\eta^{\nu\sigma}+\eta^{\mu\sigma}\eta^{\nu\rho}\right].$$

(d) With $q=-(k_1+k_2)$, the $s$-channel currents are

$$J_{12}^\rho=-\frac{2g}\xi\left[d_1\varepsilon_2^\rho+d_2\varepsilon_1^\rho+q^\rho\,\varepsilon_1\cdot\varepsilon_2\right].$$

$$J_{34}^\sigma=-\frac{2g}\xi\left[d_3\varepsilon_4^\sigma+d_4\varepsilon_3^\sigma-q^\sigma\,\varepsilon_3\cdot\varepsilon_4\right].$$

For transverse legs the exchange and contact diagrams give

$$i\mathcal M_s=J_{12}^\rho D_{\rho\sigma}J_{34}^\sigma=\frac{4g^2}{\xi^2}(\varepsilon_1\cdot\varepsilon_2)(\varepsilon_3\cdot\varepsilon_4)\,(-q\cdot D\cdot q)=\frac{4ig^2}\xi(\varepsilon_1\cdot\varepsilon_2)(\varepsilon_3\cdot\varepsilon_4),$$

$$\mathcal M_t=\frac{4g^2}\xi(\varepsilon_1\cdot\varepsilon_3)(\varepsilon_2\cdot\varepsilon_4),\qquad \mathcal M_u=\frac{4g^2}\xi(\varepsilon_1\cdot\varepsilon_4)(\varepsilon_2\cdot\varepsilon_3).$$

$$\mathcal M_4=-\frac{4g^2}\xi\left[(\varepsilon_1\cdot\varepsilon_2)(\varepsilon_3\cdot\varepsilon_4)+(\varepsilon_1\cdot\varepsilon_3)(\varepsilon_2\cdot\varepsilon_4)+(\varepsilon_1\cdot\varepsilon_4)(\varepsilon_2\cdot\varepsilon_3)\right].$$

Their sum $\mathcal M$ is zero for $\xi\neq0$, on or off shell.

The example in (h) has $\omega=930\,E_h$, scattering angle $\theta=60^\circ$, $\lambda=\alpha$ a.u., and $\xi=1$ and $\xi=2$.

### (e) A non-transverse leg

Let $d_1\ne0$ and $d_2=d_3=d_4=0$. The terms $q\,\varepsilon_1\cdot\varepsilon_2$ in $J_{12}$ and $-q\,\varepsilon_3\cdot\varepsilon_4$ in $J_{34}$ cancel against $V_4$ as before, since that step holds for any polarizations. One new term remains in the $s$ channel, from $d_1\varepsilon_2$:

$$i\,\delta\mathcal M_s=\frac{4g^2}{\xi^2}\,d_1(\varepsilon_3\cdot\varepsilon_4)\,(-\varepsilon_2\cdot D\cdot q)=\frac{4g^2}{\xi^2}\,d_1(\varepsilon_3\cdot\varepsilon_4)\,i\xi\,\frac{\varepsilon_2\cdot q}{s}.$$

Here $\varepsilon_2\cdot q=-\varepsilon_2\cdot k_1-d_2=-\varepsilon_2\cdot k_1$. Adding the channels in which leg 1 pairs with legs 3 and 4,

$$\mathcal M=-\frac{4g^2}\xi\,d_1\left[\frac{(\varepsilon_2\cdot k_1)(\varepsilon_3\cdot\varepsilon_4)}{s}+\frac{(\varepsilon_3\cdot k_1)(\varepsilon_2\cdot\varepsilon_4)}{t}+\frac{(\varepsilon_4\cdot k_1)(\varepsilon_2\cdot\varepsilon_3)}{u}\right].$$

This is nonzero in general, has poles, and depends on $g$ and $\xi$, as an unphysical quantity may. The vertices are real interactions of the unphysical modes.

On shell, $\varepsilon_1=k_1$ has $d_1=k_1^2=0$ and gives zero. This Ward identity holds when the other three legs are transverse, and it decides when the polarization sum may be replaced by $-\eta^{\mu\nu}$. For a null $k$ choose a second null vector $\bar k$ with $k\cdot\bar k\ne0$. The sum over the two physical polarizations orthogonal to $k$ and $\bar k$ is $-\eta^{\mu\nu}+(k^\mu\bar k^\nu+\bar k^\mu k^\nu)/(k\cdot\bar k)$, as is confirmed by contracting: with $k_\nu$ or $\bar k_\nu$ it gives $-k^\mu+k^\mu=0$ or $-\bar k^\mu+\bar k^\mu=0$, and with a vector orthogonal to both it gives minus that vector. If the extra terms are dropped on one leg, each dropped term contains the amplitude with $\varepsilon_1=k_1$ and three transverse legs, which is zero. If they are dropped on two legs, products such as $\mathcal M(k_1,\bar k_2)\mathcal M^*(\bar k_1,k_2)$ appear, and these need not vanish. Apply the formula with legs 1 and 2 exchanged in role, $\varepsilon_1=k_1$ and $d_2\neq0$. The bracket becomes $(k_1\cdot k_2)(\varepsilon_3\cdot\varepsilon_4)/s+(\varepsilon_3\cdot k_2)(k_1\cdot\varepsilon_4)/u+(\varepsilon_4\cdot k_2)(k_1\cdot\varepsilon_3)/t$, where $(k_2+k_3)^2=u$ and $(k_2+k_4)^2=t$. In the kinematics of part (h), $k_1\cdot k_2=s/2$, $\varepsilon_3\cdot\varepsilon_4=-1$, $\varepsilon_{3,4}\cdot k_1=k\sin\theta=-\varepsilon_{3,4}\cdot k_2$ and $1/t+1/u=-1/(k^2\sin^2\theta)$, so the bracket is $-\tfrac12+1=\tfrac12$. The other factor, $\mathcal M(\bar k_1,k_2)$, follows from the formula with $\varepsilon_2=k_2$ and $d_1=k_1\cdot\bar k_1\neq0$. Its bracket is $(k_2\cdot k_1)(\varepsilon_3\cdot\varepsilon_4)/s+(\varepsilon_3\cdot k_1)(k_2\cdot\varepsilon_4)/t+(\varepsilon_4\cdot k_1)(k_2\cdot\varepsilon_3)/u=-\tfrac12+1=\tfrac12$ as well. With $\varepsilon_3$ and $\varepsilon_4$ both normal to the scattering plane only the first term survives and each bracket is $-\tfrac12$, and with one in the plane and one normal each bracket is zero. The products of brackets are $\tfrac14$, $\tfrac14$, $0$, $0$, so the sum over the physical polarizations of legs 3 and 4 does not cancel. The shortcut familiar from linear gauges is therefore unsafe on more than one leg. One sums over physical polarizations. At $\xi=1$ one may instead keep $-\eta^{\mu\nu}$ on legs 1 and 2 and subtract the contribution of an external ghost pair, as in Feynman-gauge Yang-Mills theory. For $\xi^2\neq1$ this subtraction fails, because the photon products scale as $1/\xi^2$ while the ghost trees with transverse legs 3 and 4 do not depend on $\xi$.

### (f) Auxiliary field

Consider, with a Nakanishi-Lautrup field $b$,

$$\mathcal L'=-\tfrac14f^2+b\,G+\tfrac\xi2b^2 .$$

Completing the square, $bG+\tfrac\xi2b^2=\tfrac\xi2(b+G/\xi)^2-G^2/2\xi$. The Gaussian integral over the shifted $b$ is a constant, so for $\xi\ne0$ the photon correlation functions of $\mathcal L'$ and $\mathcal L$ coincide. For $\xi=0$ the field $b$ is a Lagrange multiplier that enforces $G=0$, and $\mathcal L'$ defines the theory. The only interaction is $g\,b\,a\cdot a$, with vertex $2ig\,\eta^{\mu\nu}$.

The kinetic matrix is $5\times5$. With the first index on the wave of incoming momentum $q$ and the second on the wave of incoming momentum $-q$, the rule of (b) gives $K'_{\nu\mu}=-(q^2\eta_{\nu\mu}-q_\nu q_\mu)$ and $K'_{bb}=\xi$. The term $b\,\partial\cdot a$ gives $K'_{b\mu}=-i(-q_\mu)=iq_\mu$ and $K'_{\nu b}=-iq_\nu$. The propagator $\Delta=iK'^{-1}$ solves $K'\Delta=i\cdot1$. The column with second index $b$ obeys

$$-(q^2\eta_{\nu\mu}-q_\nu q_\mu)\Delta^{\mu b}-iq_\nu\Delta^{bb}=0,\qquad iq_\mu\Delta^{\mu b}+\xi\Delta^{bb}=i .$$

Contracting the first equation with $q^\nu$ kills the Maxwell term and leaves $q^2\Delta^{bb}=0$, so $\Delta^{bb}=0$. The first equation then says that $\Delta^{\mu b}$ has no transverse part, and the second fixes $\Delta^{\mu b}=q^\mu/q^2$. The column with second index $\sigma$ obeys

$$-(q^2\eta_{\nu\mu}-q_\nu q_\mu)\Delta^{\mu\sigma}-iq_\nu\Delta^{b\sigma}=i\delta_\nu^\sigma,\qquad iq_\mu\Delta^{\mu\sigma}+\xi\Delta^{b\sigma}=0 .$$

Contracting the first with $q^\nu$ gives $\Delta^{b\sigma}=-q^\sigma/q^2$. Inserting this back leaves $-q^2P^T_{\nu\mu}\Delta^{\mu\sigma}=i\delta^\sigma_\nu-iq_\nu q^\sigma/q^2$, so the transverse part of $\Delta^{\mu\sigma}$ is $-iP^T/q^2$. The second equation gives $q_\mu\Delta^{\mu\sigma}=-i\xi q^\sigma/q^2$. Together these reproduce $D^{\mu\sigma}$ of part (b), now including $\xi=0$.

A photon created by a conserved current $j$ reaches a vertex through $\Delta^{\mu\sigma}j_\sigma$ or $\Delta^{b\sigma}j_\sigma$. The second is proportional to $q\cdot j=0$, and the first is $-ij^\mu/q^2$, which is transverse. A transverse external leg therefore attaches to an $a$ field only. The four-photon tree has two vertices, with four $a$ fields and two $b$ fields. The external legs use up all the $a$ fields, so the internal line joins $b$ to $b$:

$$i\mathcal M=(2ig)^2\,\Delta^{bb}\left[(\varepsilon_1\cdot\varepsilon_2)(\varepsilon_3\cdot\varepsilon_4)+\dots\right]=0 .$$

This is the cancellation of (d) in one line. Write $b=b'-\partial\cdot a/\xi$, where $b'$ decouples in the quadratic action and has propagator $i/\xi$. Then $\Delta^{bb}=i/\xi+\xi^{-2}(-iq_\mu)(iq_\nu)D^{\mu\nu}=i/\xi-i/\xi$. Multiplied by $(2ig)^2=-4g^2$, the first piece is the contact term $-4ig^2/\xi$ and the second is the exchange term $+4ig^2/\xi$.

For $n$ photons a counting argument suffices. A tree with $V$ cubic vertices and $I$ internal lines has $I=V-1$, since a connected graph without loops has one line fewer than it has vertices. Every vertex has one $b$ field, and none can attach to a transverse external leg, so $V$ ends of type $b$ must be placed on $V-1$ internal lines. For $n=3$ there is one such end and no internal line to take it, so the tree is zero. For $n\ge4$ some line receives two and contributes $\Delta^{bb}=0$. Every tree with $n\ge3$ transverse photons vanishes, provided no internal momentum is null.

### (g) Classical field

Vary $\mathcal S$ for $\xi\neq0$. The Maxwell term gives $-\tfrac12f^{\mu\nu}\delta f_{\mu\nu}=-f^{\mu\nu}\partial_\mu\delta a_\nu$, which after integration by parts is $(\partial_\mu f^{\mu\nu})\,\delta a_\nu$. The gauge term gives $-\frac1\xi G\,(\partial^\nu\delta a_\nu+2g\,a^\nu\delta a_\nu)$, and integrating its first piece by parts changes the sign. The field equation is

$$\partial_\mu f^{\mu\nu}+\frac1\xi\left(\partial^\nu-2g\,a^\nu\right)G=0 .$$

Solve it order by order with $a=\sum_Xz_X\,a_Xe^{-iP_X\cdot x}$. Here $X$ runs over nonempty subsets of the legs, $z_X=\prod_{i\in X}z_i$, $P_X=\sum_{i\in X}k_i$, and $a_{\{i\}}=\varepsilon_i$. Only terms linear in each $z_i$ are kept. Split the left side into its linear part, which is $K(P_X)a_X$, and its nonlinear part $N_X=(\delta\mathcal S_{\rm int}/\delta a)_X$. Then $a_X=-K^{-1}N_X=D\,(iN_X)$, a propagator times a vertex fed by lower $a_Y$. Iterating this generates each tree diagram once, and the $n$-photon amplitude is $\mathcal M=\varepsilon_n\cdot N_X$ with $X=\{1,\dots,n-1\}$.

Use $\partial_\mu f^{\mu\nu}=\Box a^\nu-\partial^\nu\partial\cdot a$, and let $\sum_{YZ}$ run over ordered splittings of $X$ into two nonempty disjoint sets. For $X$ with two or more elements and $P=P_X$,

$$-P^2a_X^\nu+P^\nu(P\cdot a_X)-\frac i\xi P^\nu G_X-\frac{2g}\xi\sum_{YZ}a_Y^\nu G_Z=0,\qquad G_X=-iP\cdot a_X+g\sum_{YZ}a_Y\cdot a_Z .$$

For a single leg $G_{\{i\}}=-id_i=0$. Suppose $G_Z=0$ for all proper subsets $Z$ of $X$. The last sum drops. Contracting with $P_\nu$ cancels the first two terms and leaves $P^2G_X=0$, so $G_X=0$ when $P^2\neq0$. What remains is $a_X=P\,(P\cdot a_X)/P^2$, and $G_X=0$ fixes $P\cdot a_X=-ig\sum_{YZ}a_Y\cdot a_Z$. By induction

$$a_X^\nu=-ig\,\frac{P_X^\nu}{P_X^2}\sum_{YZ}a_Y\cdot a_Z,\qquad a_{12}^\nu=-2ig\,(\varepsilon_1\cdot\varepsilon_2)\frac{P^\nu}{P^2},\quad P=k_1+k_2 .$$

The second formula agrees with $D\cdot J_{12}$ from (d), which is $\frac{2g}\xi(\varepsilon_1\cdot\varepsilon_2)(-i\xi P/P^2)$ because $q=-P$. A field $P^\nu e^{-iP\cdot x}$ is the gradient $i\partial^\nu e^{-iP\cdot x}$ and has $f=0$. In the terms kept here, which are linear in each $z_i$ and have $P_X^2\neq0$ for every $X$ with two or more legs, the solution is the sum of the incoming waves plus a gauge transformation that brings it to $G=0$, and $\mathbf E$ and $\mathbf B$ superpose linearly. Terms in which a wave is repeated, such as $z_1^2$ with the null momentum $2k_1$, are not covered by this induction. For the amplitude, the nonlinear part of the field equation is

$$N_X^\nu=-\frac{ig}\xi P^\nu\sum_{YZ}a_Y\cdot a_Z-\frac{2g}\xi\sum_{YZ}a_Y^\nu G_Z .$$

The second sum vanishes by the induction. The first is along $P=-k_n$ and vanishes against $\varepsilon_n$. This last step divides by nothing, so $k_n^2=0$ causes no difficulty.

### (h) Worked example

The chosen inputs are $\omega=930.0\,E_h=25.307$ keV per photon in the centre-of-mass frame, $\theta=60^\circ$ and $\lambda=\alpha=0.00729735$ a.u. With $c=137.035999$,

$$k=\frac{930.0}{137.035999}=6.786538\ \text{bohr}^{-1},\qquad g=0.00729735\times41.497532=0.302822,$$

where $41.497532=\sqrt{4\pi c}$. Then $g^2=0.091701$ and $4g^2=0.366805$. The incoming-counted momenta are $k_1=k(1,0,0,1)$, $k_2=k(1,0,0,-1)$, $k_3=-k(1,\sin\theta,0,\cos\theta)$ and $k_4=-k(1,-\sin\theta,0,-\cos\theta)$, which sum to zero. For null vectors $(k_i+k_j)^2=2k_i\cdot k_j$, and with $\cos\theta=0.5$, in bohr$^{-2}$,

$$s=4k^2=184.2284,\qquad t=-2k^2(1-\cos\theta)=-46.0571,\qquad u=-2k^2(1+\cos\theta)=-138.1713 .$$

These add to zero, as they must for massless legs. All polarizations are linear and lie in the scattering plane: $\varepsilon_1=\varepsilon_2=(0,1,0,0)$ and $\varepsilon_3=\varepsilon_4=(0,\cos\theta,0,-\sin\theta)$. They are transverse; for instance $\varepsilon_3\cdot k_3=k(\cos\theta\sin\theta-\sin\theta\cos\theta)=0$. The products are $\varepsilon_1\cdot\varepsilon_2=\varepsilon_3\cdot\varepsilon_4=-1$ and $-\cos\theta$ for each mixed pair, so the three structures are $1$, $0.25$ and $0.25$.

For $\xi=1$, $4g^2/\xi=0.366805$. Then $\mathcal M_s=+0.366805$, $\mathcal M_t=\mathcal M_u=0.366805\times0.25=+0.091701$, and $\mathcal M_4=-0.366805\times(1+0.25+0.25)=-0.550207$. The sum is $0.366805+0.091701+0.091701-0.550207=0$.

For $\xi=2$, $4g^2/\xi=0.183402$. Then $\mathcal M_s=+0.183402$, $\mathcal M_t=\mathcal M_u=+0.045851$ and $\mathcal M_4=-0.275104$, with sum $0.183402+0.045851+0.045851-0.275104=0$. Each diagram has halved, which shows that none has a meaning alone. The photon energy has dropped out of all four. The computed sums are $1.4\times10^{-14}$ and $1.1\times10^{-14}$, which is rounding error.

Now replace $\varepsilon_1$ by the time-like vector $(1,0,0,0)$, so $d_1=k=6.786538$ bohr$^{-1}$. In the formula of (e), $\varepsilon_2\cdot k_1=0$, $\varepsilon_3\cdot k_1=\varepsilon_4\cdot k_1=k\sin\theta=5.877314$ bohr$^{-1}$, and $\varepsilon_2\cdot\varepsilon_4=\varepsilon_2\cdot\varepsilon_3=-\cos\theta$. Since $1/(1-\cos\theta)+1/(1+\cos\theta)=2/\sin^2\theta$, one has $1/t+1/u=-1/(k^2\sin^2\theta)$, and

$$\mathcal M=-\frac{4g^2}\xi\;k\cdot k\sin\theta\,(-\cos\theta)\left(-\frac1{k^2\sin^2\theta}\right)=-\frac{4g^2}{\xi}\cot\theta .$$

In numbers, $6.786538\times5.877314\times0.5\times(1/46.0571+1/138.1713)=0.577350=\cot60^\circ$. This gives $\mathcal M=-0.366805\times0.577350=-0.211775$ for $\xi=1$ and $-0.183402\times0.577350=-0.105887$ for $\xi=2$. The remainder diverges in the forward direction, where the $t$-channel pole survives, and in the backward direction, where the $u$-channel pole does. The longitudinal vector $(0,0,0,1)$ has $d_1=-k$ and gives the opposite value, so the sum of the two, which is $k_1/k$, gives zero, in line with the Ward identity of (e).

### What the numerical check tests

The numerical check below does not use the closed Feynman rules to build amplitudes. It evaluates $\mathcal L$ on sums of plane waves, extracts the multilinear coefficients, inverts the kinetic matrices numerically, and assembles trees by recursion over partitions of the legs. Against this it compares the rescaling of (a), the propagator, the vertices, the channel values, the remainder of (e), the entries $\Delta^{bb}$, $\Delta^{\mu b}$ and $\Delta^{\mu\sigma}$ including $\xi=0$, and the field $a_{12}$ with $G_{12}=0$. For random four-photon kinematics, on and off shell, with complex transverse polarizations, the worst ratio of the sum to the sum of the moduli of the terms is $2.1\times10^{-15}$. For five photons the ratio is $2.1\times10^{-15}$ on shell and $1.0\times10^{-16}$ off shell, and for six photons $1.4\times10^{-16}$ and $2.9\times10^{-16}$, as the arguments of (f) and (g) require.

## Computed values

```
random 4-photon trees, on and off shell: worst |sum|/sum|terms| = 2.1e-15
5-photon tree, on shell = True: |sum|/sum|terms| = 2.1e-15
5-photon tree, on shell = False: |sum|/sum|terms| = 1.0e-16
6-photon tree, on shell = True: |sum|/sum|terms| = 1.4e-16
6-photon tree, on shell = False: |sum|/sum|terms| = 2.9e-16
c = 1/alpha = 137.035999 a.u.
omega = 930.0 E_h = 25.307 keV (input)
theta = 60.0 deg (input), cos = 0.500000, cot = 0.577350
lambda = alpha = 0.00729735 a.u. (input)
sqrt(4 pi c) = 41.497532 a.u.
g = 0.302822, g^2 = 0.091701, 4 g^2 = 0.366805 (dimensionless)
k = omega/c = 6.786538 1/bohr
s = 184.2284 1/bohr^2
t = -46.0571 1/bohr^2
u = -138.1713 1/bohr^2
(e1.e2)(e3.e4) = 1.000000
(e1.e3)(e2.e4) = 0.250000
(e1.e4)(e2.e3) = 0.250000
time-like e1: d1 = e1.k1 = 6.786538 1/bohr
e2.k1 = 0.000000, e3.k1 = e4.k1 = 5.877314 1/bohr
xi = 1.0 (amplitudes dimensionless), 4 g^2/xi = 0.366805
  M_s = +0.366805
  M_t = +0.091701
  M_u = +0.091701
  M_4 = -0.550207
  |M_s + M_t + M_u + M_4| = 1.4e-14
  time-like e1: M = -0.211775
xi = 2.0 (amplitudes dimensionless), 4 g^2/xi = 0.183402
  M_s = +0.183402
  M_t = +0.045851
  M_u = +0.045851
  M_4 = -0.275104
  |M_s + M_t + M_u + M_4| = 1.1e-14
  time-like e1: M = -0.105887
```
